**Numerical test of the Fang–Howard confinement law**

The program tests $b^3=12me^2(N_d+\tfrac{11}{32}N_s)/(\varepsilon\hbar^2)$, where $b$ is the inverse confinement length, $m$ the mass along the confinement direction, $\varepsilon$ the permittivity, $N_s$ the electron sheet density and $N_d$ the depletion sheet density. It builds the total energy from numerical derivatives and Gauss's law, minimizes it for five density pairs, and asserts agreement with the formula; the extracted weight of $N_s$ is 0.34375. It also asserts that minimizing the subband energy with a moving potential gives the weight 11/16, while a frozen potential updated to self-consistency restores 11/32. For the model channel, $b$ is 1.325 nm⁻¹ and the mean depth is 2.26 nm. A finite-difference Hartree solution in a 40 nm film shows that the trial mean depth is 6.5% too large and the trial energy 2.6% too high, relative to the grid values. Further assertions cover the empty second subband, the correction for uniform acceptors, and the halving of the mean depth at eightfold densities. In a 2 nm film the grid mean depth is 0.98 nm, close to half the thickness, and the law no longer applies.

## Verification by program

```python
# Result under test: for psi(z) = sqrt(b^3/2) z exp(-b z/2), the minimum of the
# total Hartree energy per electron lies at
#     b^3 = 12 m e^2/(eps hbar^2) * (N_d + 11/32 N_s).
# N_s: electron sheet density; N_d: fixed negative sheet density behind them;
# m: mass along z; eps: permittivity; b: inverse confinement length.
# Units inside the program: nm, meV, nm^-2. In-plane kinetic energy is left out,
# because it does not depend on b.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, trapezoid
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import minimize_scalar

mass_ratio, eps_r = 0.3, 10.0
N_s, N_d = 0.05, 0.01
acceptor_depth = 50.0

# kin = hbar^2/(2m) in meV nm^2; coul = e^2/eps in meV nm
kin = const.hbar**2 / (2 * mass_ratio * const.m_e) / const.e * 1e21
coul = const.e / (eps_r * const.epsilon_0) * 1e12


def b_formula(nd, ns, weight=11 / 32):
    return (6 * coul / kin * (nd + weight * ns)) ** (1 / 3)


# Symbolic moments of the trial density in the variable x = b z
x, y = sp.symbols("x y", positive=True)
dens_x = x**2 * sp.exp(-x) / 2
dens_y = y**2 * sp.exp(-y) / 2
mean_x = sp.integrate(x * dens_x, (x, 0, sp.oo))
mean_x2 = sp.integrate(x**2 * dens_x, (x, 0, sp.oo))
inner = sp.integrate(sp.expand(y * dens_y), (y, 0, x))
mean_min = sp.simplify(
    2 * sp.integrate(sp.expand(dens_x * inner), (x, 0, sp.oo)))
psi_x = x * sp.exp(-x / 2) / sp.sqrt(2)
slope_sq = sp.integrate(sp.expand(sp.diff(psi_x, x)**2), (x, 0, sp.oo))
assert sp.integrate(dens_x, (x, 0, sp.oo)) == 1
assert mean_x == 3 and mean_x2 == 12
assert sp.simplify(mean_min - sp.Rational(33, 16)) == 0
assert sp.simplify(slope_sq - sp.Rational(1, 4)) == 0

# Numerical energies of the trial state, from derivatives and Gauss's law
z = np.linspace(0.0, 40.0, 8001)


def trial_state(b):
    psi = z * np.exp(-b * z / 2)
    psi /= np.sqrt(trapezoid(psi**2, z))
    deeper = 1 - cumulative_trapezoid(psi**2, z, initial=0)
    kinetic = kin * trapezoid(np.gradient(psi, z, edge_order=2)**2, z)
    return psi**2, deeper, kinetic


def total_energy(b, nd, ns):
    _, deeper, kinetic = trial_state(b)
    field = coul * (nd + ns * deeper)
    field_without_electrons = coul * nd
    stored = trapezoid(field**2 - field_without_electrons**2, z) / (2 * coul)
    return kinetic + stored / ns


def potential(b, nd, ns):
    deeper = trial_state(b)[1]
    return cumulative_trapezoid(coul * (nd + ns * deeper), z, initial=0)


def level_energy(b, pot):
    density, _, kinetic = trial_state(b)
    return kinetic + trapezoid(density * pot, z)


def minimum(function):
    found = minimize_scalar(function, bounds=(0.4, 5.0), method="bounded",
                            options={"xatol": 1e-8})
    assert found.success
    return found.x


# Law for several density pairs, and the weight of N_s extracted from them
pairs = [(N_d, N_s), (0.03, 0.001), (0.0, 0.05), (0.002, 0.1), (0.02, 0.03)]
b_found = np.array([minimum(lambda b: total_energy(b, nd, ns))
                    for nd, ns in pairs])
b_law = np.array([b_formula(nd, ns) for nd, ns in pairs])
assert np.allclose(b_found, b_law, rtol=2e-4)
coef = np.linalg.lstsq(np.array(pairs), b_found**3, rcond=None)[0]
assert np.allclose(np.array(pairs) @ coef, b_found**3, rtol=1e-3)
weight_found = coef[1] / coef[0]
assert abs(weight_found - 11 / 32) < 1e-3

b0 = b_formula(N_d, N_s)
kinetic0 = kin * b0**2 / 4
energy0 = 3 * kinetic0
assert abs(total_energy(b0, N_d, N_s) / energy0 - 1) < 2e-4
level0 = kinetic0 + 3 * coul / b0 * (N_d + 11 / 16 * N_s)
assert abs(level_energy(b0, potential(b0, N_d, N_s)) / level0 - 1) < 2e-4

# Minimizing the subband energy with a potential that follows b: weight 11/16
b_wrong = minimum(lambda b: level_energy(b, potential(b, N_d, N_s)))
assert abs(b_wrong / b_formula(N_d, N_s, 11 / 16) - 1) < 2e-4
energy_wrong = total_energy(b_wrong, N_d, N_s)
assert energy_wrong > total_energy(b0, N_d, N_s) + 0.1

# Frozen potential, updated until self-consistent: weight 11/32 again
b_frozen = 2.0
for _ in range(30):
    frozen = potential(b_frozen, N_d, N_s)
    b_previous, b_frozen = b_frozen, minimum(lambda b: level_energy(b, frozen))
assert abs(b_frozen - b_previous) < 1e-5
assert abs(b_frozen / b0 - 1) < 2e-4

# Relative loss of depletion energy for uniform acceptors down to a depth
density0 = trial_state(b0)[0]
linear = trapezoid(density0 * z, z)
bent = trapezoid(density0 * (z - z**2 / (2 * acceptor_depth)), z)
acceptor_loss = 1 - bent / linear
assert abs(acceptor_loss - 2 / (b0 * acceptor_depth)) < 1e-4


def film(thickness, nd, ns, points=2000):
    """Self-consistent Hartree ground subband between two hard walls."""
    h = thickness / (points + 1)
    depth = h * np.arange(1, points + 1)
    off = np.full(points - 1, -kin / h**2)
    hartree = np.zeros(points)
    for _ in range(200):
        diag = 2 * kin / h**2 + coul * nd * depth + hartree
        levels, vectors = eigh_tridiagonal(diag, off, select="i",
                                           select_range=(0, 1))
        prob = vectors[:, 0]**2
        prob /= prob.sum()
        new = coul * ns * (np.cumsum(depth * prob)
                           + depth * (1 - np.cumsum(prob)))
        change = np.max(np.abs(new - hartree))
        if change < 1e-5:
            break
        hartree = 0.5 * hartree + 0.5 * new
    assert change < 1e-5
    energy = levels[0] - 0.5 * np.sum(prob * new)
    return np.sum(prob * depth), energy, levels[0], levels[1] - levels[0]


thicknesses = [40.0, 10.0, 6.0, 4.0, 2.0]
films = [film(t, N_d, N_s) for t in thicknesses]
mean_thick, energy_thick, level_thick, gap_thick = films[0]
fermi = 2 * np.pi * kin * N_s
assert all(result[3] > fermi for result in films)
assert energy0 > energy_thick
assert abs(3 / b0 / mean_thick - 1) < 0.10
energies = np.array([result[1] for result in films])
assert np.all(np.diff(energies) > -0.05)
assert energies[-1] > 1.5 * energy0
assert abs(films[-1][0] / (thicknesses[-1] / 2) - 1) < 0.10

# Eightfold densities halve the length in the full Hartree problem too
mean_dense = film(40.0, 8 * N_d, 8 * N_s)[0]
assert abs(mean_dense / mean_thick - 0.5) < 2e-3


def tail(t):
    s = b0 * t
    return np.exp(-s) * (1 + s + s**2 / 2)


for t in thicknesses[1:]:
    assert abs(np.interp(t, z, trial_state(b0)[1]) - tail(t)) < 1e-4

print("MODEL INPUT")
print(f"mass along z: {mass_ratio:.2f} electron masses")
print(f"relative permittivity: {eps_r:.1f}")
print(f"electron sheet density N_s: {N_s:.3f} nm^-2")
print(f"depletion sheet density N_d: {N_d:.3f} nm^-2")
print(f"hbar^2/(2m): {kin:.3f} meV nm^2")
print(f"e^2/eps: {coul:.2f} meV nm")
print("TRIAL FUNCTION")
print(f"mean x, mean x^2, mean min(x,x'): {mean_x}, {mean_x2}, {mean_min}")
print(f"N_d + 11/32 N_s: {N_d + 11 / 32 * N_s:.6f} nm^-2")
print(f"prefactor 12 m e^2/(eps hbar^2): {6 * coul / kin:.3f} nm^-1")
print(f"b^3 from formula: {b0**3:.4f} nm^-3")
print(f"b from formula: {b0:.5f} nm^-1")
print(f"b from numerical minimization: {b_found[0]:.5f} nm^-1")
print(f"weight of N_s from five density pairs: {weight_found:.5f}")
print(f"11/32 as a decimal: {11 / 32:.5f}")
print(f"mean depth 3/b: {3 / b0:.4f} nm")
print(f"kinetic energy: {kinetic0:.2f} meV")
print(f"electrostatic energy per electron: {energy0 - kinetic0:.2f} meV")
print(f"total energy per electron: {energy0:.2f} meV")
print(f"subband energy E_0: {level0:.2f} meV")
print("OTHER MINIMIZATIONS")
print(f"b from minimizing subband energy: {b_wrong:.5f} nm^-1")
print(f"total energy at that b: {energy_wrong:.2f} meV")
print(f"b from self-consistent frozen potential: {b_frozen:.5f} nm^-1")
print(f"acceptor depth for correction: {acceptor_depth:.1f} nm")
print(f"relative loss of depletion energy: {100 * acceptor_loss:.2f} %")
print("GRID HARTREE SOLUTION, 40 nm FILM")
print(f"mean depth: {mean_thick:.4f} nm")
print(f"trial mean depth too large by: {100*(3/b0/mean_thick-1):.2f} %")
print(f"total energy per electron: {energy_thick:.2f} meV")
print(f"trial energy too high by: {100*(energy0/energy_thick-1):.2f} %")
print(f"subband energy: {level_thick:.2f} meV")
print(f"gap to second subband: {gap_thick:.2f} meV")
print(f"Fermi energy above subband bottom: {fermi:.2f} meV")
print(f"mean-depth ratio at 8-fold densities: {mean_dense/mean_thick:.4f}")
print("FILMS: thickness nm | mean depth nm | energy meV | trial tail %")
for t, result in zip(thicknesses, films):
    print(f"{t:5.1f} | {result[0]:.4f} | {result[1]:.2f} | {100*tail(t):.3f}")
print("all tests passed")
```

It prints:

```
MODEL INPUT
mass along z: 0.30 electron masses
relative permittivity: 10.0
electron sheet density N_s: 0.050 nm^-2
depletion sheet density N_d: 0.010 nm^-2
hbar^2/(2m): 126.999 meV nm^2
e^2/eps: 1809.51 meV nm
TRIAL FUNCTION
mean x, mean x^2, mean min(x,x'): 3, 12, 33/16
N_d + 11/32 N_s: 0.027188 nm^-2
prefactor 12 m e^2/(eps hbar^2): 85.489 nm^-1
b^3 from formula: 2.3242 nm^-3
b from formula: 1.32463 nm^-1
b from numerical minimization: 1.32460 nm^-1
weight of N_s from five density pairs: 0.34375
11/32 as a decimal: 0.34375
mean depth 3/b: 2.2648 nm
kinetic energy: 55.71 meV
electrostatic energy per electron: 111.42 meV
total energy per electron: 167.13 meV
subband energy E_0: 237.57 meV
OTHER MINIMIZATIONS
b from minimizing subband energy: 1.55958 nm^-1
total energy at that b: 171.86 meV
b from self-consistent frozen potential: 1.32460 nm^-1
acceptor depth for correction: 50.0 nm
relative loss of depletion energy: 3.02 %
GRID HARTREE SOLUTION, 40 nm FILM
mean depth: 2.1261 nm
trial mean depth too large by: 6.52 %
total energy per electron: 162.84 meV
trial energy too high by: 2.63 %
subband energy: 232.92 meV
gap to second subband: 85.14 meV
Fermi energy above subband bottom: 39.90 meV
mean-depth ratio at 8-fold densities: 0.5000
FILMS: thickness nm | mean depth nm | energy meV | trial tail %
 40.0 | 2.1261 | 162.84 | 0.000
 10.0 | 2.1260 | 162.84 | 0.018
  6.0 | 2.0656 | 163.75 | 1.433
  4.0 | 1.7490 | 178.03 | 10.166
  2.0 | 0.9827 | 366.78 | 50.614
all tests passed
```
